\section*{The Yeh-Berkowitz slab correction from the Ewald shape term}

\section{An error that vacuum removes only slowly}

Four ions of charge $\pm e$ form a slab 4 Å thick that repeats laterally with period 5 Å. In a three-dimensional Ewald sum with cell height 15 Å, the images along $z$ are separated by 11 Å of vacuum, more than twice the lateral period. Yet the Ewald energy lies 2.171 eV below the energy of the single slab. Doubling the cell height to 30 Å only halves the error, to 1.086 eV. Adding the one term $2\pi M_z^2/V$ at 15 Å reduces it to $1.4\times10^{-5}$ eV. Here $M_z$ is the dipole of the cell along $z$ and $V$ is the cell volume.

Two things need explaining: why the error has this form, and what remains after the correction. Both are contained in the identity
\begin{equation}
E_{\rm 2D}=E_{\rm tf}+\frac{2\pi M_z^2}{V}-E_{\rm lc},
\label{main}
\end{equation}
where $E_{\rm 2D}$ is the energy per cell of one slab, periodic in $x$ and $y$ only, $E_{\rm tf}$ is the Ewald energy without its $\mathbf k=0$ term (tin-foil boundary), and $E_{\rm lc}$ is the coupling between the slab and its images. The Yeh-Berkowitz formula keeps the first two terms on the right.

\section{Conventions and the planar potential}

Charges $q_i$ sit at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$ in a cell $a\times a\times L$, with $A=a^2$ and $V=AL$. The cell is neutral, $\sum_iq_i=0$, and $\mathbf M=\sum_iq_i\mathbf r_i$. The slab is unbroken, with thickness $h<L$, so that $|z_{ij}|<L$ for $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. Formulas are in Gaussian form; with charges in $e$ and lengths in Å, energies are multiplied by $e^2/4\pi\varepsilon_0=14.400$ eV Å.

Let $\phi(\mathbf r)$ be the potential of a unit charge and all its images. The energy per cell is
\begin{equation}
E=\frac12\sum_{ij}q_iq_j\,\phi(\mathbf r_{ij}),
\label{energy}
\end{equation}
where for $i=j$ the term $1/r$ is removed from $\phi$ before $r\to0$. The same $1/r$ is removed for every choice of images. The difference of two energies is therefore (\ref{energy}) with the difference of the two potentials, which is smooth at $r=0$, and all pairs including $i=j$ are treated alike. A constant in $\phi$ contributes $\frac12(\sum_iq_i)^2$ times that constant, which is zero.

For one layer of images, subtract from each unit charge a uniform sheet of density $1/A$ over its own centred cell. The remainder has neither charge nor dipole, so its potential falls as $R^{-3}$ and its sum over the plane converges absolutely. Its lateral average is zero. Its components with lateral wave vector $\mathbf g\neq0$ obey
\[
\phi_g''-g^2\phi_g=-\frac{4\pi}{A}\,\delta(z),
\]
because $\sum_{\mathbf n}\delta(\boldsymbol\rho-\mathbf n)=A^{-1}\sum_{\mathbf g}e^{i\mathbf g\cdot\boldsymbol\rho}$. The bounded solution is $Ce^{-g|z|}$; its slope jumps by $-2gC=-4\pi/A$, so $C=2\pi/(Ag)$. The sheets together give $-2\pi|z|/A$ plus a constant that grows with the lateral size and drops out by neutrality. Hence
\begin{equation}
\phi_{\rm 2D}=\frac{2\pi}{A}\sum_{\mathbf g\ne0}\frac{e^{i\mathbf g\cdot\boldsymbol\rho-g|z|}}{g}-\frac{2\pi|z|}{A}+\text{const}.
\label{planar}
\end{equation}

The tin-foil potential is the periodic potential with zero mean,
\begin{equation}
\phi_{\rm tf}=\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2},\qquad
\nabla^2\phi_{\rm tf}=-4\pi\sum_{\mathbf n}\delta(\mathbf r-\mathbf n)+\frac{4\pi}{V}.
\label{tf}
\end{equation}
Ewald's method evaluates it in two parts. With splitting parameter $\alpha$, the screened sum in real space has coefficients $4\pi(1-e^{-k^2/4\alpha^2})/(Vk^2)$ and the reciprocal sum has $4\pi e^{-k^2/4\alpha^2}/(Vk^2)$. They add up to (\ref{tf}), apart from a constant that neutrality removes.

The omitted term is not simply zero. Wave vector $\mathbf k$ contributes $2\pi|S(\mathbf k)|^2/(Vk^2)$ to the energy, with $S=\sum_iq_ie^{i\mathbf k\cdot\mathbf r_i}=i\mathbf k\cdot\mathbf M+O(k^2)$. As $k\to0$ this tends to $2\pi(\hat{\mathbf k}\cdot\mathbf M)^2/V$, which depends on the direction of approach. The missing information is the outer shape of the crystal.

\section{First derivation: the shape of the crystal}

\subsection{Isolating the shape dependence}

Dipolar cells interact as $R^{-3}$, while the number of cells in a shell grows as $R^2\,dR$. The three-dimensional sum is thus only conditionally convergent. Take the images inside a large body $P$, symmetric under reflection in the three coordinate planes, and add and subtract a uniform charge density $1/V$:
\[
\sum_{\mathbf n\in P}\frac1{|\mathbf r-\mathbf n|}=\sum_{\mathbf n\in P}w(\mathbf r-\mathbf n)+\Phi_P(\mathbf r),\qquad
\Phi_P=\frac1V\int_P\frac{d^3s}{|\mathbf r-\mathbf s|}.
\]
Here $w$ is the potential of a point charge minus that of its centred uniform cell. It has no monopole or dipole part and falls as $R^{-3}$. The difference of $w$ between two field points falls as $R^{-4}$, so the sum of such differences converges absolutely and does not depend on the shape of $P$.

The limit of this sum, $W$, is periodic: shifting $\mathbf r$ by a lattice vector changes only surface terms, about $R^2$ of them, each of order $R^{-3}$. It also obeys the Poisson equation in (\ref{tf}). Thus $W-\phi_{\rm tf}$ is periodic and harmonic, hence constant. All shape dependence lies in $\Phi_P$.

\subsection{The background potential of a block}

Let $P$ be a rectangular block. Near its centre, reflection symmetry removes the linear and mixed quadratic terms of $\Phi_P$, and the quartic terms vanish as the block grows. For the second derivative, use $\partial_z|\mathbf r-\mathbf s|^{-1}=-\partial_{s_z}|\mathbf r-\mathbf s|^{-1}$ and the divergence theorem:
\[
\partial_z\Phi_P=-\frac1V\oint\frac{n_z\,dS}{|\mathbf r-\mathbf s|},\qquad
\partial_z^2\Phi_P\Big|_0=-\frac1V\oint\frac{n_zs_z}{s^3}\,dS=-\frac{\Omega_z}{V}.
\]
Only the top and bottom faces have $n_z\neq0$, and $\Omega_z$ is the solid angle they subtend at the centre. With $N_z=\Omega_z/4\pi$, and likewise for $x$ and $y$,
\begin{equation}
\Phi_P=\text{const}-\frac{2\pi}{V}\sum_{c=x,y,z}N_c\,r_c^2,\qquad N_x+N_y+N_z=1.
\label{background}
\end{equation}
The sum rule holds because the six faces cover the full solid angle.

Inserting (\ref{background}) in (\ref{energy}) requires
\begin{equation}
\sum_{ij}q_iq_j(z_i-z_j)^2
=2\Big(\sum_iq_i\Big)\sum_jq_jz_j^2-2M_z^2=-2M_z^2,
\label{square}
\end{equation}
where neutrality removes the first term. The factor $\frac12$ and the two minus signs give the shape energy of the central cell
\begin{equation}
J=\frac{2\pi}{V}\sum_cN_cM_c^2 .
\label{shape}
\end{equation}

This holds for the cell at the centre of the block. Away from the centre the faces subtend other angles, so the average over all cells of a block differs in general. In a flat block every cell except those near the rim sees $N_z\to1$.

For a cube, symmetry gives $N_c=1/3$ and $J=2\pi M^2/3V$. A sphere gives the same, since its three second derivatives are equal and Poisson's equation fixes their sum. For a flat block the side faces form a rim whose angular height is of order height over width, so $N_z\to1$ and $N_x,N_y\to0$. At width/height 100, $N_z=0.991$. In the slab limit
\begin{equation}
J_{\rm slab}=\frac{2\pi M_z^2}{V}.
\label{slab}
\end{equation}

In the example $\mathbf M=(5.0,3.5,3.0)$ $e$ Å. At $L=15$ Å, $V=375$ Å$^3$ and
\[
J_{\rm slab}=14.400\times\frac{2\pi\times9}{375}\ \text{eV}=2.171\ \text{eV}.
\]
A cube-shaped crystal of the same cells has $J=2.1714\times(25+12.25+9)/(3\times9)=3.720$ eV. Direct Coulomb sums for the central cell of finite cubes, extrapolated in size, give 3.7196 eV above $E_{\rm tf}$. For a block five times wider than high, $N_z=0.823$, and both the direct sum and (\ref{shape}) give 2.583 eV. The lateral dipole matters for these shapes but not in the slab limit.

\subsection{From the stack to one slab}

The energy $E_{\rm tf}+J_{\rm slab}$ belongs to a laterally infinite stack of slabs, not yet to one slab. The stack energy per cell is $E_{\rm 2D}+E_{\rm lc}$, with
\[
E_{\rm lc}=\frac12\sum_{ij}q_iq_j\sum_{m\ne0}\phi_{\rm 2D}(\boldsymbol\rho_{ij},z_{ij}+mL).
\]
Pair the layers $m$ and $-m$. Since $|z|<L$, the part of (\ref{planar}) with $\mathbf g=0$ contains $|z+mL|+|z-mL|=2mL$. This is independent of $z$ and drops out by neutrality. Neutral layers therefore have no long-range coupling, even when they carry a dipole.

For $\mathbf g\neq0$ the layers form a geometric series:
\[
\sum_{m=1}^\infty\left(e^{-g(mL+z)}+e^{-g(mL-z)}\right)
=2\cosh(gz)\sum_{m=1}^\infty e^{-gmL}=\frac{2\cosh(gz)}{e^{gL}-1}.
\]
Multiplying by $\frac12\cdot2\pi/(Ag)$ gives
\begin{equation}
E_{\rm lc}=\frac{2\pi}{A}\sum_{\mathbf g\ne0}\frac{1}{g(e^{gL}-1)}\sum_{ij}q_iq_j\cosh(gz_{ij})\,e^{i\mathbf g\cdot\boldsymbol\rho_{ij}} .
\label{lc}
\end{equation}
The double sum equals $\mathrm{Re}(S_+S_-^*)$ with $S_\pm=\sum_iq_ie^{\pm gz_i+i\mathbf g\cdot\boldsymbol\rho_i}$, so it costs a single pass over the ions. Equating the two expressions for the stack energy gives (\ref{main}).

The distinction between stack and slab is visible at $L=9$ Å. Direct sums for the central layer of a five-layer stack give $-7.629690$ eV, equal to $E_{\rm tf}+J_{\rm slab}$ to the digits shown. The single slab has $E_{\rm 2D}=-7.654948$ eV. The difference, 0.0253 eV, is $E_{\rm lc}$.

\subsection{Size of the remainder}

Each term of the double sum in (\ref{lc}) is at most $|q_iq_j|\cosh(gh)$ in magnitude. For a wide gap the smallest wave number, $2\pi/a$, dominates unless its coefficient vanishes, and the error scales as $e^{-2\pi(L-h)/a}$. The gap must therefore be measured against the lateral period. A laterally larger cell needs more vacuum for the same bound.

Errors relative to $E_{\rm 2D}$ are:
\begin{center}
\begin{tabular}{rrrr}
$L$ (Å) & gap (Å) & tin-foil (eV) & corrected (eV)\\
6 & 2 & $-4.476$ & $9.5\times10^{-1}$\\
9 & 5 & $-3.594$ & $2.5\times10^{-2}$\\
12 & 8 & $-2.714$ & $6.0\times10^{-4}$\\
15 & 11 & $-2.171$ & $1.4\times10^{-5}$
\end{tabular}
\end{center}
At each height the corrected error agrees with (\ref{lc}) within the test tolerance of $10^{-7}$ eV. At $L=30$ Å it is below that tolerance, and (\ref{lc}) gives $9\times10^{-14}$ eV. With a gap of 2 Å the correction still leaves an error of 0.95 eV, and $E_{\rm lc}$ must be subtracted as well.

Between 12 and 15 Å the error falls at a rate of 1.2548 Å$^{-1}$, slightly below $2\pi/a=1.2566$ Å$^{-1}$. The outermost ions, which have the largest $\cosh(gz_{ij})$, show why. Their charge product is $-1$ and their lateral separation is $(0.6a,0.5a)$. For the four shortest $\mathbf g$ the phase cosines are $-0.81$ and $-1$, so the contribution is positive. For the next four they are $+0.81$, so it is negative. This negative part dies out faster, which slows the net decay.

\section{Second derivation: resumming the Ewald series}

\subsection{Planar form of the tin-foil potential}

The same identity follows without a finite crystal. Write $\mathbf k=(\mathbf g,2\pi n/L)$ in (\ref{tf}) and collect all $n$ for fixed $\mathbf g$, so that $\phi_{\rm tf}=\sum_{\mathbf g}f_g(z)e^{i\mathbf g\cdot\boldsymbol\rho}$. For $\mathbf g\ne0$,
\[
f_g=\frac{4\pi}{AL}\sum_n\frac{e^{2\pi inz/L}}{g^2+(2\pi n/L)^2},\qquad
f_g''-g^2f_g=-\frac{4\pi}{A}\sum_m\delta(z-mL).
\]
The function is even and has period $L$, so for $0\le z\le L$ it is symmetric about $L/2$ and has the form $C\cosh[g(L/2-z)]$. Its slope just above $z=0$ is $-Cg\sinh(gL/2)$ and just below it is the opposite. The jump condition $-2Cg\sinh(gL/2)=-4\pi/A$ gives
\begin{equation}
f_g=\frac{2\pi}{Ag}\,\frac{\cosh[g(L/2-|z|)]}{\sinh(gL/2)},\qquad |z|\le L .
\label{fg}
\end{equation}

For $\mathbf g=0$ the term $n=0$ is missing. Its absence leaves a uniform background in the equation:
\[
f_0''=-\frac{4\pi}{A}\sum_m\delta(z-mL)+\frac{4\pi}{AL}.
\]
Evenness and the jump fix the slope just above $z=0$ as $-2\pi/A$. Integrating twice gives
\begin{equation}
f_0=\text{const}-\frac{2\pi|z|}{A}+\frac{2\pi z^2}{V},\qquad |z|\le L .
\label{f0}
\end{equation}
At $|z|=L$ the last two terms cancel, as periodicity requires.

\subsection{Subtracting the single layer}

Now subtract (\ref{planar}). For $\mathbf g=0$ the terms in $|z|$ cancel and $2\pi z^2/V$ remains. For $\mathbf g\ne0$, expand the hyperbolic functions:
\begin{align}
\frac{\cosh[g(L/2-|z|)]}{\sinh(gL/2)}-e^{-g|z|}
&=\frac{e^{gL/2-g|z|}+e^{-gL/2+g|z|}-e^{gL/2-g|z|}+e^{-gL/2-g|z|}}{2\sinh(gL/2)}\nonumber\\
&=\frac{e^{-gL/2}\,2\cosh(gz)}{e^{gL/2}-e^{-gL/2}}
=\frac{2\cosh(gz)}{e^{gL}-1}.\nonumber
\end{align}
The potentials therefore differ by
\[
\phi_{\rm tf}-\phi_{\rm 2D}=\text{const}+\frac{2\pi z^2}{V}
+\frac{2\pi}{A}\sum_{\mathbf g\ne0}\frac{2\cosh(gz)}{g(e^{gL}-1)}e^{i\mathbf g\cdot\boldsymbol\rho}.
\]
Insert this in (\ref{energy}). By (\ref{square}) the quadratic term gives $-2\pi M_z^2/V$, and the last term gives (\ref{lc}). Thus $E_{\rm tf}-E_{\rm 2D}=-2\pi M_z^2/V+E_{\rm lc}$, which is (\ref{main}).

\subsection{The spurious field}

The laterally averaged potential shows what the correction does. By (\ref{planar}), a single slab has potential $+2\pi M_z/A$ above it and $-2\pi M_z/A$ below it, a step of $4\pi M_z/A$. A potential with period $L$ cannot keep a net step. The tin-foil condition cancels it with a uniform field $4\pi M_z/(AL)=4\pi M_z/V$ along $+z$. This field weakens only as $1/L$, which is the slow decay of the uncorrected error.

Differentiating the correction energy gives the opposing force
\begin{equation}
F_{i,z}=-\frac{\partial}{\partial z_i}\frac{2\pi M_z^2}{V}=-\frac{4\pi q_iM_z}{V}.
\end{equation}
For the top ion at $L=30$ Å the tin-foil force is $-1.1411$ eV/Å and the correction is $-0.7238$ eV/Å. Their sum, $-1.8649$ eV/Å, is the force found by finite differences of the two-dimensional energy.

In variable-charge and polarisable models the same field acts on the internal variables. The correction adds $4\pi M_zz_i/V$ to the derivative of the energy with respect to $q_i$, at fixed total charge. For an induced point dipole $\mu_{i,z}$, which counts in $M_z$, it adds $4\pi M_z/V$. The term must therefore be present while charges and dipoles are being solved for. Adding it afterwards would leave them adapted to the spurious field.

\section{What each derivation assumes}

Both derivations require a neutral cell, and both use the planar potential (\ref{planar}) and the condition $|z_{ij}|<L$. They differ in what they take the three-dimensional sum to mean.

The first treats it as the limit of a real crystal. It needs a symmetric body, a definite shape during growth, and proof that the shape acts through the uniform background alone. In return it gives the energy of the central cell for other shapes, and it identifies the Yeh-Berkowitz energy as that of an infinite stack. The approximation is then a physical one: the neglect of coupling between neighbouring slabs.

The second makes no statement about a crystal boundary. It takes the tin-foil potential as a given periodic function and compares it with that of one layer. The term $2\pi z^2/V$ comes from the background left by omitting $\mathbf k=0$. This route is shorter and gives the remainder at once, but it does not say which crystal would have the corrected energy, nor what replaces the correction for a cube.

The shared assumptions mark where the formula fails. If the total charge $Q$ is not zero, the first term of (\ref{square}) survives and the quadratic part of $E_{\rm tf}-E_{\rm 2D}$ becomes $(2\pi/V)(Q\sum_iq_iz_i^2-M_z^2)$. Then $M_z$ alone depends on the origin and cannot be the whole correction. The constants in the potentials no longer cancel either, so a charged slab also needs a convention for its reference energy.

Periodic wrapping breaks a further assumption, that the coordinates describe the slab in one piece. Moving the top ion down by $L=15$ Å leaves $E_{\rm tf}$ unchanged, but $M_z$ becomes $3-15=-12$ $e$ Å. The supposed correction grows by a factor of $(12/3)^2=16$, from 2.171 to 34.74 eV. The largest separation is now $2.5+11=13.5$ Å, still below $L$, so (\ref{main}) holds, but for a different slab, 13.5 Å thick with a gap of 1.5 Å, whose $E_{\rm 2D}$ is not that of the original. The dipole must be computed from coordinates that keep the slab in one piece.

The numerical output below lists the ion positions and the energies at each cell height.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
lateral cell a = 5.0 A, slab thickness h = 4.0 A
ion: q = -1 e, x y z = 0.0 0.0 0.0 A
ion: q = +1 e, x y z = 2.5 2.0 1.5 A
ion: q = -1 e, x y z = 0.5 1.0 2.5 A
ion: q = +1 e, x y z = 3.0 2.5 4.0 A
dipole Mx My Mz = 5.00 3.50 3.00 e A
Shape term at L = 15 A (direct sums, extrapolated):
 cube, width/height = 1: Nz = 0.3333
  direct 3.7196 eV, formula 3.7196 eV
 flat block, width/height = 5: Nz = 0.8229
  direct 2.5828 eV, formula 2.5828 eV
 width/height = 100: Nz = 0.9910
Five-layer stack, L = 9 A: direct -7.629690 eV
 tin-foil Ewald + 2 pi Mz^2/V = -7.629690 eV
Exact 2D energy E_2D = -7.654948 eV
L = 6 A, gap = 2 A: E_tf = -12.130690 eV, 2 pi Mz^2/V = 5.428538 eV
  E_tf - E_2D = -4.475742 eV, YB error = 9.528e-01 eV, E_lc = 9.528e-01 eV
L = 9 A, gap = 5 A: E_tf = -11.248716 eV, 2 pi Mz^2/V = 3.619026 eV
  E_tf - E_2D = -3.593767 eV, YB error = 2.526e-02 eV, E_lc = 2.526e-02 eV
L = 12 A, gap = 8 A: E_tf = -10.368620 eV, 2 pi Mz^2/V = 2.714269 eV
  E_tf - E_2D = -2.713671 eV, YB error = 5.980e-04 eV, E_lc = 5.980e-04 eV
L = 15 A, gap = 11 A: E_tf = -9.826350 eV, 2 pi Mz^2/V = 2.171415 eV
  E_tf - E_2D = -2.171402 eV, YB error = 1.386e-05 eV, E_lc = 1.386e-05 eV
L = 30 A, gap = 26 A: E_tf = -8.740656 eV, 2 pi Mz^2/V = 1.085708 eV
  E_tf - E_2D = -1.085708 eV, YB error = below 1e-7 eV, E_lc = 9.040e-14 eV
Decay rate of YB error, L = 12 to 15 A: 1.2548 1/A
 smallest lateral wave number 2 pi/a = 1.2566 1/A
z force on top ion, L = 30 A: 2D -1.86491 eV/A, tin-foil -1.14111 eV/A
 correction -4 pi q Mz/V = -0.72381 eV/A
Top ion wrapped by -L, L = 15 A: Mz = -12.00 e A, false correction = 34.7426 eV
\end{verbatim}
